# Coulombic excitation coupling of stacked polyenes beyond the point dipole: a numerical check

```python
"""Coulomb coupling of transition densities of two cofacial polyenes (CIS/STO-3G).
Tested: explicit CIS vs library TDA; dimer CIS splitting vs 2V; cube (FFT) vs direct
sum and vs analytic integrals; TrESP KKT fit vs null-space least squares; octupole
law V = mu^2/R^3 (1 - 3 l^2/R^2) vs analytic V; free-electron closed form vs quadrature."""
import numpy as np
from scipy.constants import physical_constants as pc, c, e as qe, alpha
from scipy.signal import fftconvolve
from scipy.spatial.distance import cdist
from scipy.linalg import null_space
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, tdscf, lib

scf.hf.MUTE_CHKFILE = True
BOHR = pc['Bohr radius'][0] * 1e10
CM = pc['hartree-inverse meter relationship'][0] / 100
EV = pc['Hartree energy in eV'][0]
DEBYE = qe * pc['Bohr radius'][0] * c / 1e-21
R_DBL, R_SGL, R_CH = 1.34, 1.46, 1.09
VDW = {'C': 1.70, 'H': 1.20}
SCALES = (1.4, 1.6, 1.8, 2.0)

def polyene(N):
    """All-trans C2h chain in the xy plane, centred, in bohr."""
    cs, sn = np.cos(np.pi / 6), 0.5
    C = [np.zeros(3)]
    for k in range(N - 1):
        C.append(C[-1] + (R_DBL * np.array([cs, sn, 0]) if k % 2 == 0
                          else R_SGL * np.array([cs, -sn, 0])))
    C = np.array(C) - np.mean(C, axis=0)
    H = [C[k] + R_CH * np.array([0, 1.0 if k % 2 else -1.0, 0]) for k in range(N)]
    H += [C[0] + R_CH * np.array([-cs, sn, 0]), C[-1] + R_CH * np.array([cs, -sn, 0])]
    return [('C', x / BOHR) for x in C] + [('H', x / BOHR) for x in H]

def build(atoms):
    return gto.M(atom=[(s, tuple(x)) for s, x in atoms], unit='Bohr', basis='sto-3g', verbose=0)

def stack(atoms, R):
    return build(atoms + [(s, x + np.array([0, 0, R])) for s, x in atoms])

def cis(mol):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf._eri = eri = mol.intor('int2e', aosym='s8')
    mf.kernel()
    assert mf.converged
    no = mol.nelectron // 2
    Co, Cv = mf.mo_coeff[:, :no], mf.mo_coeff[:, no:]
    nv = Cv.shape[1]
    ovov = ao2mo.incore.general(eri, (Co, Cv, Co, Cv), compact=False)
    oovv = ao2mo.incore.general(eri, (Co, Co, Cv, Cv), compact=False).reshape(no, no, nv, nv)
    A = 2 * ovov - oovv.transpose(0, 2, 1, 3).reshape(no * nv, no * nv)
    A += np.diag((mf.mo_energy[None, no:] - mf.mo_energy[:no, None]).ravel())
    w, X = np.linalg.eigh(A)
    return mf, w, X.reshape(no, nv, -1), Co, Cv

def monomer(N):
    atoms = polyene(N)
    mol = build(atoms)
    mf, w, X, Co, Cv = cis(mol)
    k = np.argmax(abs(X[-1, 0]))                 # state with largest HOMO->LUMO weight
    D = np.sqrt(2) * Co @ X[:, :, k] @ Cv.T
    D = (D + D.T) / 2
    mu = np.einsum('kij,ij->k', mol.intor('int1e_r'), D)
    if mu[0] < 0:
        D, mu = -D, -mu
    # symmetry assumptions of the multipole law
    assert abs(np.sum(D * mol.intor('int1e_ovlp'))) < 1e-10 and abs(mu[2]) < 1e-7
    assert abs(np.einsum('kij,ij->k', mol.intor('int1e_rr'), D)).max() < 1e-5
    O = np.einsum('kij,ij->k', mol.intor('int1e_rrr'), D).reshape(3, 3, 3)
    T, Z = O[:, 0, 0] + O[:, 1, 1], O[:, 2, 2]
    return dict(atoms=atoms, mol=mol, mf=mf, w=w[k], hl=X[-1, 0, k]**2, D=D, mu=mu,
                mu2=mu @ mu, muT=mu @ T, muZ=mu @ Z, l2=mu @ (T - 4 * Z) / (mu @ mu),
                L=np.linalg.norm(atoms[N - 1][1] - atoms[0][1]))

def v_exact(m, R):
    n = m['mol'].nbas
    eri = stack(m['atoms'], R).intor('int2e', aosym='s4',
                                     shls_slice=(0, n, 0, n, n, 2 * n, n, 2 * n))
    P = lib.pack_tril(2 * m['D'] - np.diag(np.diag(m['D'])))
    return P @ eri @ P

def cell_distance(h):
    return 2 / 3 * h * (3 / (4 * np.pi))**(1 / 3)   # 1/<1/r> over the equal-volume sphere

def cube(m, h):
    ext = abs(m['mol'].atom_coords()).max(axis=0) + np.array([4.5, 4.5, 5.0])
    n = (2 * np.ceil(ext / h)).astype(int)
    ax = [(np.arange(k) - (k - 1) / 2) * h for k in n]
    pts = np.stack(np.meshgrid(*ax, indexing='ij'), -1).reshape(-1, 3)
    q = np.empty(len(pts))
    for i in range(0, len(pts), 40000):
        ao = m['mol'].eval_gto('GTOval_sph', pts[i:i + 40000])
        q[i:i + 40000] = h**3 * np.sum((ao @ m['D']) * ao, axis=1)
    q3 = q.reshape(n)
    Cs = fftconvolve(q3, q3[::-1, ::-1, ::-1])
    s = [(np.arange(2 * k - 1) - (k - 1)) * h for k in n]
    t2 = (s[0][:, None]**2 + s[1][None, :]**2)[:, :, None]
    def V(R, d0=cell_distance(h)):
        d = np.sqrt(t2 + (s[2] + R)**2)
        d[d < 1e-9] = d0
        return np.sum(Cs / d)
    return pts, q, V, n

print(f"inputs: C=C {R_DBL}, C-C {R_SGL}, C-H {R_CH} A, angles 120 deg, CIS/STO-3G")
print(f"ESP shells {SCALES} x radii C {VDW['C']}, H {VDW['H']} A")
print(f"1 bohr = {BOHR:.6f} A, 1 Eh = {CM:.2f} cm^-1 = {EV:.5f} eV, 1 e*bohr = {DEBYE:.5f} D")
mono = {N: monomer(N) for N in (4, 6, 8)}

# butadiene: library TDA and dimer splitting
b = mono[4]
td = tdscf.TDA(b['mf'])
td.nstates, td.conv_tol = 4, 1e-7
td.kernel()
k = np.argmin(abs(td.e - b['w']))
mu_td = np.linalg.norm(td.transition_dipole()[k])
assert abs(td.e[k] - b['w']) < 1e-5 and abs(mu_td - np.sqrt(b['mu2'])) < 2e-3
print(f"C4H6 |mu|: explicit CIS {np.sqrt(b['mu2']):.4f}, library TDA {mu_td:.4f} e*bohr")
wd = cis(stack(b['atoms'], 15.0))[1]
pair = np.sort(wd[np.argsort(abs(wd - b['w']))[:2]])
half, Vb = (pair[1] - pair[0]) / 2, v_exact(b, 15.0)
assert abs(half / Vb - 1) < 0.01     # higher orders and mutual polarization remain
print(f"C4H6 dimer R=15 bohr: half splitting {half*CM:.2f}, V {Vb*CM:.2f} cm^-1")

# hexatriene
m = mono[6]
mu, mu2, l2, L = m['mu'], m['mu2'], m['l2'], m['L']
print(f"C6H8 omega = {m['w']:.5f} Eh = {m['w']*EV:.3f} eV, HOMO-LUMO weight {m['hl']:.3f}")
print(f"c/omega = {1/(alpha*m['w']):.1f} bohr; L(C1-C6) = {L:.3f} bohr = {L*BOHR:.3f} A")
print(f"mu = ({mu[0]:.4f}, {mu[1]:.4f}) e*bohr, |mu| = {mu2**.5:.4f} = {mu2**.5*DEBYE:.3f} D")
print(f"mu^2 = {mu2:.4f}, mu.T = {m['muT']:.3f}, mu.Z = {m['muZ']:.3f} a.u.")
print(f"l^2 = {l2:.3f} bohr^2, 2l = {2*l2**.5:.3f} bohr, kappa = {3*l2/L**2:.4f}")
f80, f160 = [(1 - v_exact(m, R) * R**3 / mu2) * R**2 / 3 for R in (80.0, 160.0)]
lim = (4 * f160 - f80) / 3
assert abs(lim / l2 - 1) < 1e-3
print(f"(1-V/Vdd)R^2/3: R=80 {f80:.3f}, R=160 {f160:.3f}, limit {lim:.3f} bohr^2")

# cubes
p1, q1, V1, _ = cube(m, 1.0)
d = cdist(p1, p1 + [0, 0, 7.0])
d[d < 1e-9] = cell_distance(1.0)
direct = q1 @ (1 / d) @ q1
assert abs(V1(7.0) / direct - 1) < 1e-9
del d
print(f"h=1 bohr, R=7: FFT {V1(7.0)*CM:.3f}, direct sum {direct*CM:.3f} cm^-1")
pc5, qc5, Vc5, n5 = cube(m, 0.5)
pf, qf, Vf, nf = cube(m, 0.25)
assert abs(qf.sum()) < 1e-7
print(f"cube h=0.5: {n5.tolist()} pts, |mu| {np.linalg.norm(qc5 @ pc5):.4f} e*bohr")
print(f"cube h=0.25: {nf.tolist()} pts, |mu| {np.linalg.norm(qf @ pf):.4f} e*bohr")
print(f"coincident-cell kernel {0.25/cell_distance(0.25):.4f}/h; its term at R=7: "
      f"{(Vf(7.0)-Vf(7.0, np.inf))*CM:.2e} cm^-1")

# TrESP
def esp(pts):
    return np.einsum('gij,ij->g', m['mol'].intor('int1e_grids', grids=pts), m['D'])
probe = np.array([[6.0, 2.0, 8.0]])
phi_cube = np.sum(qf / np.linalg.norm(pf - probe, axis=1))
assert abs(phi_cube / esp(probe)[0] - 1) < 5e-3
print(f"potential at (6,2,8) bohr: integrals {esp(probe)[0]:.6f}, cube {phi_cube:.6f} a.u.")
xyz = m['mol'].atom_coords()
rad = np.array([VDW[s] for s, _ in m['atoms']]) / BOHR
i = np.arange(25) + 0.5
zz, ph = 1 - 2 * i / 25, np.pi * (1 + 5**.5) * i
u = np.stack([np.sqrt(1 - zz**2) * np.cos(ph), np.sqrt(1 - zz**2) * np.sin(ph), zz], 1)
u = np.vstack([u * s for s in ([1, 1, 1], [-1, -1, 1], [1, 1, -1], [-1, -1, -1])])
fit = []
for sc in SCALES:
    p = (xyz[:, None, :] + sc * rad[:, None, None] * u[None]).reshape(-1, 3)
    fit.append(p[(cdist(p, xyz) >= sc * rad - 1e-9).all(axis=1)])
fit = np.vstack(fit)
phi, K = esp(fit), 1 / cdist(fit, xyz)
B, rhs = np.vstack([np.ones(len(xyz)), xyz[:, 0], xyz[:, 1]]), np.array([0, mu[0], mu[1]])
kkt = np.block([[K.T @ K, B.T], [B, np.zeros((3, 3))]])
q = np.linalg.solve(kkt, np.concatenate([K.T @ phi, rhs]))[:len(xyz)]
q0, Ns = np.linalg.pinv(B) @ rhs, null_space(B)
q_alt = q0 + Ns @ np.linalg.lstsq(K @ Ns, phi - K @ q0, rcond=None)[0]
assert abs(q - q_alt).max() < 1e-6 and abs(B @ q - rhs).max() < 1e-8
assert abs(q[:6] + q[5::-1]).max() < 1e-6      # odd under inversion
l2q = mu @ ((q * (xyz**2).sum(1)) @ xyz) / mu2
print(f"TrESP: {len(fit)} points, relative rms {np.linalg.norm(K@q-phi)/np.linalg.norm(phi):.4f}")
print("q(C1,C2,C3) = " + ", ".join(f"{x:.4f}" for x in q[:3]) + " e (odd under inversion)")
print("q(H1,H2,H3,H1') = " + ", ".join(f"{x:.4f}" for x in q[[6, 7, 8, 12]]) + " e")
print(f"l^2 of the charges = {l2q:.3f} bohr^2")

print("V in cm^-1: R/bohr R/A R/L | exact cube.5 cube.25 TrESP ext.dip point")
rows = []
for R in (7.0, 10.0, 15.0, 25.0, 50.0):
    ex, vq = v_exact(m, R), q @ (1 / cdist(xyz, xyz + [0, 0, R])) @ q
    ed, dd = mu2 / (2 * l2) * (1 / R - 1 / np.sqrt(R**2 + 4 * l2)), mu2 / R**3
    c5, c25 = Vc5(R), Vf(R)
    assert abs(c25 / ex - 1) < 5e-3 and abs(c5 / ex - 1) < 5e-2   # core aliasing
    assert dd > ex > 0 and abs(vq / ex - 1) < 0.15
    assert abs(vq - ex) < (dd - ex) / 4 and abs(ed - ex) < (dd - ex) / 4
    print(f"{R:4.0f} {R*BOHR:5.2f} {R/L:5.3f} | " +
          " ".join(f"{v*CM:.2f}" for v in (ex, c5, c25, vq, ed, dd)))
    rows.append((R, [100 * (v / ex - 1) for v in (c5, c25, vq, ed, dd)], (dd / ex)**2))
print("error in %: R | cube.5 cube.25 TrESP ext.dip point | 3l^2/R^2 | (Vdd/V)^2")
for R, err, fac in rows:
    print(f"{R:4.0f} | " + " ".join(f"{x:+.2f}" for x in err) +
          f" | {300*l2/R**2:.2f} | {fac:.3f}")
R10 = brentq(lambda R: mu2 / R**3 / Vf(R) - 1.1, 12, 100, xtol=1e-3)
eps10 = mu2 / R10**3 / v_exact(m, R10) - 1
assert abs(eps10 - 0.1) < 6e-3
print(f"10% error (cube): R = {R10:.2f} bohr = {R10*BOHR:.2f} A, R/L = {R10/L:.3f}")
print(f"exact error there {100*eps10:.2f} %; asymptotic R/L = {np.sqrt(30*l2)/L:.3f}")

print("N | w/eV |mu|/au L/bohr l2/bohr^2 kappa eps(R=L)% | Lb=L(N+1)/(N-1) 3l2/Lb^2")
for N, a in mono.items():
    eps, Lb = a['mu2'] / a['L']**3 / v_exact(a, a['L']) - 1, a['L'] * (N + 1) / (N - 1)
    assert eps > 0
    print(f"{N} | {a['w']*EV:.3f} {a['mu2']**.5:.4f} {a['L']:.3f} {a['l2']:.3f} "
          f"{3*a['l2']/a['L']**2:.4f} {100*eps:.1f} | {Lb:.3f} {3*a['l2']/Lb**2:.4f}")

# free-electron line model, lengths in units of the box length
x, wq = np.polynomial.legendre.leggauss(200)
x, wq = x / 2, wq / 2
print("free electron: n | kappa_b, limit from V | eps % at R/Lb = 0.5, 1, 2 | R10/Lb")
for n in (2, 3, 4, 10):
    lam = wq * 2 * np.sin(n * np.pi * (x + .5)) * np.sin((n + 1) * np.pi * (x + .5))
    m1 = lam @ x
    ratio = lambda R: lam @ (1 / np.hypot(R, x[:, None] - x[None, :])) @ lam * R**3 / m1**2
    closed = 3 * (0.75 - 6 / np.pi**2 * (1 + 1 / (2 * n + 1)**2))
    assert abs(3 * (lam @ x**3) / m1 - closed) < 1e-10
    lim = (4 * (1 - ratio(16.0)) * 256 - (1 - ratio(8.0)) * 64) / 3
    assert abs(lim / closed - 1) < 1e-3
    print(f"{n} | {closed:.4f} {lim:.4f} | " +
          " ".join(f"{100*(1/ratio(R)-1):.1f}" for R in (0.5, 1.0, 2.0)) +
          f" | {brentq(lambda R: 1/ratio(R)-1.1, 0.5, 10):.3f}")
print(f"n -> infinity: kappa_b = {3*(0.75-6/np.pi**2):.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
inputs: C=C 1.34, C-C 1.46, C-H 1.09 A, angles 120 deg, CIS/STO-3G
ESP shells (1.4, 1.6, 1.8, 2.0) x radii C 1.7, H 1.2 A
1 bohr = 0.529177 A, 1 Eh = 219474.63 cm^-1 = 27.21139 eV, 1 e*bohr = 2.54175 D
C4H6 |mu|: explicit CIS 2.5526, library TDA 2.5526 e*bohr
C4H6 dimer R=15 bohr: half splitting 363.00, V 363.00 cm^-1
C6H8 omega = 0.27004 Eh = 7.348 eV, HOMO-LUMO weight 0.946
c/omega = 507.5 bohr; L(C1-C6) = 11.405 bohr = 6.035 A
mu = (3.2410, 0.8243) e*bohr, |mu| = 3.3442 = 8.500 D
mu^2 = 11.1836, mu.T = 425.265, mu.Z = 17.369 a.u.
l^2 = 31.814 bohr^2, 2l = 11.281 bohr, kappa = 0.7337
(1-V/Vdd)R^2/3: R=80 31.275, R=160 31.677, limit 31.811 bohr^2
h=1 bohr, R=7: FFT 3713.808, direct sum 3713.808 cm^-1
cube h=0.5: [48, 30, 20] pts, |mu| 3.3567 e*bohr
cube h=0.25: [96, 60, 40] pts, |mu| 3.3455 e*bohr
coincident-cell kernel 2.4180/h; its term at R=7: 1.32e-02 cm^-1
potential at (6,2,8) bohr: integrals 0.016224, cube 0.016229 a.u.
TrESP: 1120 points, relative rms 0.0140
q(C1,C2,C3) = -0.3064, 0.1846, -0.3519 e (odd under inversion)
q(H1,H2,H3,H1') = 0.0005, -0.0195, 0.0169, -0.0122 e
l^2 of the charges = 32.812 bohr^2
V in cm^-1: R/bohr R/A R/L | exact cube.5 cube.25 TrESP ext.dip point
   7  3.70 0.614 | 2708.91 2728.70 2710.55 2637.99 2605.22 7156.02
  10  5.29 0.877 | 1317.51 1327.29 1318.40 1301.18 1298.67 2454.51
  15  7.94 1.315 | 518.75 522.62 519.13 514.96 516.38 727.26
  25 13.23 2.192 | 136.67 137.69 136.78 136.17 136.56 157.09
  50 26.46 4.384 | 18.92 19.06 18.93 18.90 18.92 19.64
error in %: R | cube.5 cube.25 TrESP ext.dip point | 3l^2/R^2 | (Vdd/V)^2
   7 | +0.73 +0.06 -2.62 -3.83 +164.17 | 194.78 | 6.978
  10 | +0.74 +0.07 -1.24 -1.43 +86.30 | 95.44 | 3.471
  15 | +0.75 +0.07 -0.73 -0.46 +40.19 | 42.42 | 1.965
  25 | +0.75 +0.08 -0.36 -0.08 +14.94 | 15.27 | 1.321
  50 | +0.75 +0.08 -0.11 -0.01 +3.80 | 3.82 | 1.077
10% error (cube): R = 30.53 bohr = 16.16 A, R/L = 2.677
exact error there 10.09 %; asymptotic R/L = 2.709
N | w/eV |mu|/au L/bohr l2/bohr^2 kappa eps(R=L)% | Lb=L(N+1)/(N-1) 3l2/Lb^2
4 | 8.672 2.5526 6.873 12.664 0.8043 72.2 | 11.454 0.2896
6 | 7.348 3.3442 11.405 31.814 0.7337 67.5 | 15.967 0.3743
8 | 6.544 4.0301 15.967 56.706 0.6673 61.5 | 20.529 0.4037
free electron: n | kappa_b, limit from V | eps % at R/Lb = 0.5, 1, 2 | R10/Lb
2 | 0.3533 0.3533 | 127.8 33.9 8.7 | 1.867
3 | 0.3890 0.3890 | 139.1 37.0 9.6 | 1.957
4 | 0.4037 0.4037 | 143.5 38.3 9.9 | 1.992
10 | 0.4221 0.4221 | 148.8 39.8 10.4 | 2.036
n -> infinity: kappa_b = 0.4262
ALL CHECKS PASSED
```
